# Off-Diagonal Self-Energy and the Splitting of Two Quasiparticle Bands

## The problem

A GW calculation usually starts from the orbitals of a mean-field calculation, for example a density-functional one. In its simplest form it corrects the energy of each orbital and leaves the orbital itself alone. This keeps the diagonal matrix elements of the self-energy and drops the rest. The exercise restores one dropped element.

At one k-point of a crystal, two orthonormal mean-field orbitals $|1\rangle$ and $|2\rangle$ have the quasiparticle energies

$$E_1=1.00\ \text{eV},\qquad E_2=1.20\ \text{eV}$$

when only diagonal elements are kept. The off-diagonal element of the static, Hermitian self-energy correction is $s=0.10$ eV. Energies are measured from an arbitrary common zero.

(a) Write down the quasiparticle Hamiltonian in the basis of the two orbitals, and say when $s$ must vanish.

(b) Find its eigenvalues for general $E_1$, $E_2$ and $s$. Show that the splitting cannot shrink.

(c) Evaluate the levels and the splitting.

(d) Find the composition of the lower state.

(e) Compare with second-order perturbation theory, and examine the case $E_1=E_2$.

(f) The self-energy really depends on energy and may have an imaginary part. Estimate what this does to the splitting if the off-diagonal element has an energy slope of $-0.05$, or if the upper orbital has an imaginary energy of $-0.02$ eV.

## Hints

**Hint for (a).** The mean-field Hamiltonian is diagonal in its own orbitals. Ask which operator is added to it, and which operator is taken away.

**Hint for (b).** Measure the energy from the mean of $E_1$ and $E_2$. The quadratic equation then has no linear term.

**Hint for (d).** One row of the eigenvalue equation fixes the ratio of the two amplitudes. Its sign matters.

**Hint for (e).** Compare $s$ with the energy difference $E_2-E_1$, not with the energies themselves, whose zero is arbitrary.

**Hint for (f).** Treat the two effects separately. For the first, replace $s$ by a linear function of energy in the determinant condition. For the second, let the energy difference become complex.

## Full solution

### (a) The matrix

The mean-field orbitals obey $h|i\rangle=\varepsilon_i|i\rangle$, where $h$ contains the exchange-correlation potential $v_{xc}$. The quasiparticle equation replaces this potential by the self-energy $\Sigma$:

$$\left(h+\Sigma-v_{xc}\right)|\psi\rangle=E|\psi\rangle .$$

We expand $|\psi\rangle=a_1|1\rangle+a_2|2\rangle$, which neglects all other bands, and project on $\langle i|$:

$$\varepsilon_i a_i+\sum_{j=1}^{2}\langle i|\Sigma-v_{xc}|j\rangle a_j=E\,a_i .$$

The diagonal terms combine into $E_i=\varepsilon_i+\langle i|\Sigma-v_{xc}|i\rangle$. These are the given energies, so their corrections must not be added again. Since $h$ has no off-diagonal element, the coupling is $s=\langle 1|\Sigma-v_{xc}|2\rangle$. It is the difference of two operators that counts, and not $\Sigma$ alone. The Hamiltonian is

$$H=\begin{pmatrix}E_1&s\\ s^*&E_2\end{pmatrix}.$$

Both $\Sigma$ and $v_{xc}$ have the symmetry of the crystal. They therefore cannot connect orbitals of different crystal momentum, or orbitals that belong to different irreducible representations at the same k-point. In these cases $s=0$ and the diagonal energies stand. The same holds for two orbitals that transform as different partners of one degenerate representation, such as the $x$-like and $y$-like members of a pair, so a degeneracy enforced by symmetry is not lifted. A nonzero $s$ requires two orbitals of the same symmetry, that is, the same partner of the same representation at the same k-point. It means that the mean-field orbitals are not eigenstates of the quasiparticle Hamiltonian. How strongly they mix depends on the size of $s$ relative to $E_2-E_1$, as part (d) shows.

### (b) The eigenvalues

A nonzero solution requires $\det(H-E)=0$:

$$(E_1-E)(E_2-E)-|s|^2=0 .$$

Define the mean $M=(E_1+E_2)/2$, the diagonal splitting $D=E_2-E_1\ge 0$, and $x=E-M$. Then $E_1=M-D/2$ and $E_2=M+D/2$, so

$$\left(-\frac D2-x\right)\left(\frac D2-x\right)=x^2-\frac{D^2}{4}=|s|^2 .$$

The two solutions are $x=\pm\sqrt{D^2/4+|s|^2}$. Their distance is the full splitting $S$:

$$E_\pm=M\pm\frac S2,\qquad S=\sqrt{D^2+4|s|^2}.$$

It follows that $S^2-D^2=4|s|^2$. This is positive for any nonzero $s$, so within this Hermitian two-band model the levels move apart, whatever the sign or phase of $s$. The mean stays at $M$, because the off-diagonal element does not enter the trace: the lower level falls by as much as the upper one rises.

### (c) The numbers

Here $M=1.10$ eV and $D=0.20$ eV, so

$$S=\sqrt{(0.20)^2+4(0.10)^2}\ \text{eV}=\sqrt{0.04+0.04}\ \text{eV}=0.283\ \text{eV},$$

or 0.01039 hartree. The levels are

$$E_-=1.10-0.1414=0.9586\ \text{eV},\qquad E_+=1.10+0.1414=1.2414\ \text{eV}.$$

Each level has moved by $(S-D)/2=0.0414$ eV. The splitting has grown from 0.20 to 0.283 eV, by a factor of $\sqrt2$. This factor belongs to the chosen numbers, for which $2s=D$ and the two terms under the root are equal.

The coupling of 0.10 eV does not simply add to the splitting. The quantities $D$ and $2|s|$ add like the perpendicular sides of a right triangle, with $S$ as the hypotenuse.

### (d) The states

For real positive $s$, the first row of $(H-E_-)a=0$ reads

$$(E_1-E_-)a_1+s\,a_2=0,\qquad\text{so}\qquad \frac{a_2}{a_1}=-\frac{E_1-E_-}{s}=-\frac{\delta}{s},$$

where $\delta=E_1-E_-=(S-D)/2$ is the downward shift. The two amplitudes have opposite signs. We write the normalized lower state as

$$|-\rangle=\cos t\,|1\rangle-\sin t\,|2\rangle,\qquad \tan t=\frac{\delta}{s}.$$

The angle has a simpler form. Inserting $E_-=E_1-\delta$ in the determinant condition gives $\delta(D+\delta)=s^2$. With $\delta=s\tan t$ and after division by $s^2$,

$$\tan^2 t+\frac Ds\tan t=1\quad\Rightarrow\quad 1-\tan^2t=\frac Ds\tan t .$$

The double-angle formula then yields

$$\tan 2t=\frac{2\tan t}{1-\tan^2t}=\frac{2s}{D}.$$

For our numbers $\tan 2t=1$, so $t=22.5^\circ$. The weights of the lower state are $\cos^2t=0.854$ on orbital 1 and $\sin^2t=0.146$ on orbital 2. The upper state, $\sin t|1\rangle+\cos t|2\rangle$, has these weights interchanged.

The energy of the lower state shows where the lowering comes from:

$$\langle -|H|-\rangle=E_1\cos^2t+E_2\sin^2t-2s\sin t\cos t .$$

The first two terms give $0.8536\times1.00+0.1464\times1.20=1.0293$ eV, which lies above $E_1$: admixing the higher orbital costs energy. The last term is $-s\sin2t=-0.10\times0.7071=-0.0707$ eV. It more than repays the cost, and the sum is 0.9586 eV, as in (c).

The self-energy has thus changed the orbitals as well as the energies. A diagonal calculation cannot show this, because it keeps the orbitals fixed. Quantities that depend on the orbital character, such as optical matrix elements, can change too. If the transition amplitudes from some third state to orbitals 1 and 2 are $d_1$ and $d_2$, the amplitude to the lower state is $d_1\cos t-d_2\sin t$. The two contributions may interfere constructively or destructively.

### (e) Weak coupling and degeneracy

Second-order perturbation theory shifts level 1 by $s^2/(E_1-E_2)=-s^2/D$ and level 2 by $+s^2/D$. The splitting becomes

$$S_2=D+\frac{2s^2}{D}=0.20+\frac{2\times0.01}{0.20}=0.30\ \text{eV}.$$

This is 0.017 eV too large, or 6% of the full splitting. Measured against the increase of 0.083 eV, which is what the perturbation is meant to supply, the error is about 21%.

The sign of the error follows from the expansion of the root for small $s/D$:

$$S=D\sqrt{1+\frac{4s^2}{D^2}}=D+\frac{2s^2}{D}-\frac{2s^4}{D^3}+\dots$$

The first omitted term is negative, so second order overshoots. The condition for its use is $4s^2/D^2\ll1$. Here this quantity equals 1, since $s/D=0.50$. That $s$ is only a tenth of $E_1$ has no significance, because a shift of the energy zero would change that ratio.

In the opposite limit, $D=0$, the perturbative formula diverges while the full result remains finite:

$$S=2|s|=0.20\ \text{eV}.$$

The eigenstates are then equal mixtures of the two orbitals, however small $s$ is. This matters for band plots. Suppose that two diagonal quasiparticle bands cross along a line in k-space, and that $s$ is nonzero at the crossing. The full Hermitian Hamiltonian turns the crossing into an avoided one, with a splitting of $2|s|$ at the former crossing point. With finite lifetimes this needs a large enough coupling: if the imaginary energies of the two orbitals differ by more than $2|s|$ and the damping has no off-diagonal element, the real parts of the levels still coincide there. An off-diagonal damping element, which is allowed when both orbitals decay, separates them again: for imaginary energies of $-0.05$ and $-0.30$ eV, an element of 0.02 eV gives a real splitting of 0.049 eV. A diagonal calculation shows a crossing there, whatever the size of $s$.

### (f) Energy slope and lifetime

**Slope of the coupling.** Let $s(E)=s+p(E-M)$, with $p=-0.05$, and keep the diagonal elements static. The determinant condition becomes

$$x^2-\frac{D^2}{4}=(s+px)^2 ,$$

or, with the terms collected,

$$(1-p^2)x^2-2spx-\left(s^2+\frac{D^2}{4}\right)=0 .$$

Half the sum of the roots is the common shift of the two levels:

$$\frac{sp}{1-p^2}=\frac{0.10\times(-0.05)}{0.9975}\ \text{eV}=-5.0\ \text{meV}.$$

The difference of the roots is

$$\frac{2\sqrt{s^2p^2+(1-p^2)(s^2+D^2/4)}}{1-p^2}=0.2834\ \text{eV},$$

against 0.2828 eV without the slope. The shift is of first order in $p$. The splitting contains only $p^2$ and hardly changes.

This bears on one way to make the self-energy static, in which the off-diagonal element is averaged over its values at $E_1$ and $E_2$. For a linear $s(E)$, this average is the value at $M$, which is our $s$. If the diagonal elements are static, the static matrix therefore gives the splitting to better than 1 meV for the assumed slope, while both levels are misplaced by 5 meV.

This case isolates one effect and is not a complete self-energy: at energies where the self-energy is Hermitian, causality requires the matrix of energy slopes to have no positive eigenvalue, so an off-diagonal slope must come with negative diagonal slopes. With diagonal slopes of $-0.25$, as in Variation 1, the common shift is $-3.2$ meV, and the static matrix overestimates the splitting by 26 meV. A single averaging in the mean-field basis does not remove that larger error. Iteration does, in this linear model: if the averaged matrix is rebuilt in its own eigenbasis and at its own eigenvalues until it no longer changes, the splitting becomes 0.2563 eV against the exact 0.2564 eV, and the common shift of $-3.2$ meV is recovered.

**Lifetime.** Replace $E_2$ by $E_2-i\gamma$, with $\gamma=0.02$ eV. The difference $D$ becomes $D-i\gamma$, and the real part of the splitting is

$$\text{Re}\sqrt{(D-i\gamma)^2+4s^2}=\text{Re}\sqrt{0.0796-0.0080\,i}\ \text{eV}=0.2825\ \text{eV}.$$

The change, taken before rounding, is about 0.35 meV. An equal imaginary part on both orbitals would cancel in the difference and leave the splitting as it was, provided the damping has no off-diagonal element. With 0.02 eV on both orbitals such an element may be as large as 0.02 eV, and it then lowers the splitting by 1.4 meV.

## Variation 1: a bare coupling

**Question.** Suppose that the 0.10 eV is the bare element of a dynamical self-energy correction, and that the diagonal elements depend on energy, with a quasiparticle weight $Z=0.80$ for both orbitals. The energies $E_1$ and $E_2$ are still the solutions of the diagonal problem. What is the splitting?

**Solution.** Near its own solution, each diagonal element is

$$H_{ii}(E)=E_i-b(E-E_i),\qquad Z=\frac1{1+b},$$

where $-b$ is the energy slope of the self-energy. For $Z=0.80$, $b=0.25$. Then

$$H_{ii}(E)-E=-(1+b)(E-E_i)=-\frac{E-E_i}{Z}.$$

The determinant condition is $(E-E_1)(E-E_2)/Z^2=s^2$, or

$$(E-E_1)(E-E_2)=(Zs)^2 .$$

This is the static problem with $s$ replaced by $Zs=0.080$ eV. Hence

$$S=\sqrt{(0.20)^2+4(0.080)^2}\ \text{eV}=\sqrt{0.0656}\ \text{eV}=0.256\ \text{eV}.$$

The increase over 0.20 eV is 0.056 eV instead of 0.083 eV, about a third less. With unequal weights the same steps give $Z_1Z_2s^2$ on the right.

The rule can be tested without an energy-dependent matrix. Let each orbital couple with strength $g$ to two satellite states, at $E_i\pm\Omega$ with $\Omega=15$ eV. Eliminating the satellites adds to the diagonal element, with $y=E-E_i$,

$$\frac{g^2}{y-\Omega}+\frac{g^2}{y+\Omega}=\frac{2g^2y}{y^2-\Omega^2}\approx-\frac{2g^2}{\Omega^2}\,y ,$$

which is the assumed form with $b=2g^2/\Omega^2$. Direct diagonalization of the static matrix of all six states, with $g$ chosen to give $b=0.25$, also yields 0.2561 eV.

Before a number is placed in the two-by-two matrix, one must therefore know whether it is a bare or a renormalized element. If it already belongs to the final static Hamiltonian, as in the main problem, another factor $Z$ would be wrong.

## Variation 2: a remote third band

**Question.** A third band lies at $E_3=4.10$ eV. It couples to orbital 1 with $c_1=0.10$ eV and to orbital 2 with $c_2=+0.10$ or $-0.10$ eV. How does the splitting of the lower two levels change?

**Solution.** The third row of the eigenvalue equation gives

$$c_1a_1+c_2a_2+E_3a_3=E\,a_3\quad\Rightarrow\quad a_3=\frac{c_1a_1+c_2a_2}{E-E_3}.$$

Inserting this in the first two rows adds $c_ic_j/(E-E_3)$ to the element $H_{ij}$. Both levels of interest lie near $M$, so we set $E-E_3\approx1.10-4.10=-3.00$ eV. Each diagonal element falls by $0.01/3.00=0.0033$ eV, which leaves $D$ unchanged. The coupling becomes

$$s_{\text{eff}}=s+\frac{c_1c_2}{M-E_3}=0.10\mp0.0033\ \text{eV},$$

where the upper sign holds for equal signs of $c_1$ and $c_2$. The splitting is then 0.278 eV for equal signs and 0.288 eV for opposite signs. Diagonalization of the three-by-three matrix gives 0.2779 and 0.2873 eV. The remaining differences, about 0.3 meV, come from setting $E=M$ in the denominator, which was the only approximation made.

The relative sign matters here, although the phase of $s$ was irrelevant for two bands. Reversing the sign of any one orbital changes two of the three couplings, so the product $s\,c_1c_2$ keeps its sign. No choice of orbital signs can turn one case into the other.

## The model beside a real calculation

The parameters are round numbers and describe no particular material. A weight of $Z\approx0.8$ is a rough typical value for semiconductors. A coupling of half the diagonal splitting is a strong case. In simple semiconductors whose mean-field orbitals are already good, the off-diagonal elements are often much smaller in effect. They deserve attention where bands of equal symmetry come close, or where the mean field mixes localized and extended orbitals wrongly.

Of the omissions sized here, the energy dependence of the diagonal elements is the largest: it lowers 0.283 to 0.256 eV if the given coupling is bare. The assumed third band changes the splitting by about 5 meV, and the assumed slope and lifetime change it by less than 1 meV. Shifts due to lattice vibrations and the error of the GW approximation itself are not included. Either may be comparable with the increase of 0.083 eV, so the third decimal of 0.283 eV belongs to the matrix and is no forecast for a measurement. The numerical output below lists the values for all these cases.

## Calculated quantities

```
diagonal energy E1 = 1.00 eV
diagonal energy E2 = 1.20 eV
off-diagonal element s = 0.10 eV
diagonal splitting D = 0.20 eV
mean energy = 1.10 eV
coupling ratio s/D = 0.50 (no unit)
lower eigenvalue = 0.9586 eV
upper eigenvalue = 1.2414 eV
full splitting S = 0.2828 eV
full splitting S = 0.01039 hartree
growth factor S/D = 1.4142 (no unit)
shift of each level = 0.0414 eV
mixing angle = 22.50 degrees
lower state, weight of orbital 1 = 0.8536 (no unit)
lower state, weight of orbital 2 = 0.1464 (no unit)
second-order splitting = 0.3000 eV
second-order error = 0.0172 eV
splitting for D = 0 = 0.2000 eV
assumed quasiparticle weight Z = 0.80 (no unit)
self-energy slope size b = 0.25 (no unit)
satellite distance in test = 15.0 eV
renormalized coupling Z*s = 0.080 eV
splitting by Z formula = 0.2561 eV
splitting from satellite matrix = 0.2561 eV
assumed off-diagonal slope = -0.05 (no unit)
splitting with that slope = 0.2834 eV
common shift with that slope = -5.01 meV
assumed third-band energy = 4.10 eV
assumed third-band coupling size = 0.10 eV
splitting, third band, equal signs = 0.2779 eV
splitting, third band, opposite signs = 0.2873 eV
assumed imaginary part gamma = 0.02 eV
splitting with finite lifetime = 0.2825 eV
```
